# An Upper Bound on Classical Midplane Density in Undoped Double-Gate Films

Consider a film occupying $-t/2<x<t/2$, with electrons distributed as

$$n(x)=\frac{A}{\cos^2(\pi x/t)} .$$

The density is $A$ at the midplane and diverges at both surfaces, so the film holds an infinite charge per unit area. Suppose that the electrons are classical and in equilibrium across the film, at temperature $T$. Their density then follows the electrostatic potential $\phi$ through the Boltzmann factor, $n(x)=n(0)e^{w(x)}$, where

$$w(x)=\frac{q[\phi(x)-\phi(0)]}{kT}$$

and $q>0$ is the elementary charge. For the assumed density, $w=-2\ln\cos(\pi x/t)$. Differentiating once gives $w'=(2\pi/t)\tan(\pi x/t)$, and again,

$$w''=\frac{2\pi^2}{t^2}\,\frac{1}{\cos^2(\pi x/t)} .$$

Poisson's equation must also hold. The charge density is $-qn$, so $\phi''=qn/\varepsilon$ in a film of permittivity $\varepsilon$. Multiplying by $q/kT$,

$$w''=Kn,\qquad K=\frac{q^2}{\varepsilon kT}.$$

The two expressions for $w''$ agree if $KA=2\pi^2/t^2$. An infinitely charged film therefore has the finite midplane density

$$n_{\max}=\frac{2\pi^2}{Kt^2}=\frac{2\pi^2\varepsilon kT}{q^2t^2}. \tag{1}$$

This is one solution, at an unattainable limit. What has to be proved is that every film with finite gate charge lies below it.

The assumptions are these. The film is wide in its own plane, so that quantities vary along $x$ alone. It is undoped, and its two gates are identical and equally biased. Holes are neglected for the moment. The electron quasi-Fermi level is constant across the film, and Boltzmann statistics hold everywhere in it. Write $n_0=n(0)>0$. Symmetry makes $\phi$ even in $x$, so its slope vanishes at the midplane, and the problem is

$$w''=Kn_0e^w,\qquad w(0)=0,\quad w'(0)=0. \tag{2}$$

The right side is positive, so $w'$ increases from zero and is positive for $x>0$; hence $w$ is positive there too. Multiply (2) by $w'$. The left side becomes $(w'^2/2)'$ and the right side $(Kn_0e^w)'$. Integrating from the midplane, where $w=w'=0$, gives

$$w'^2=2Kn_0(e^w-1). \tag{3}$$

This first integral is a balance of pressures. At the surface let $n_s$ be the density and $F$ the magnitude of the field inside the film, so that $w'=qF/kT$. Since $n_0e^w=n_s$ there, multiplying (3) by $kT/(2K)$ gives

$$kT(n_s-n_0)=\tfrac12\varepsilon F^2 .$$

The excess gas pressure at the surface balances the electrostatic stress.

For $x>0$ the positive root of (3) applies. Separating variables and integrating from the midplane to the surface, where $w=w_s$,

$$\frac t2=\frac{1}{\sqrt{2Kn_0}}\int_0^{w_s}\frac{dw}{\sqrt{e^w-1}} . \tag{4}$$

Near $w=0$ the integrand behaves as $w^{-1/2}$, which is integrable, so the lower limit causes no trouble. Put $e^w=1+s^2$ with $s\ge0$. Then $dw=2s\,ds/(1+s^2)$ and $\sqrt{e^w-1}=s$, so that

$$\int_0^{w_s}\frac{dw}{\sqrt{e^w-1}}=\int_0^{s_s}\frac{2\,ds}{1+s^2}=2\arctan s_s<\pi ,\qquad s_s=\sqrt{e^{w_s}-1}. \tag{5}$$

The inequality is strict because a finite surface potential makes $s_s$ finite. Hence $t/2<\pi/\sqrt{2Kn_0}$. Both sides are positive, so squaring and solving for $n_0$ gives

$$n_0<\frac{2\pi^2}{Kt^2}=n_{\max}, \tag{6}$$

which is the bound. In terms of the Debye length $L_D=1/\sqrt{Kn_0}$ at the midplane density, it reads $t<\sqrt2\,\pi L_D$. A classical film cannot be thicker than about 4.4 of its own midplane Debye lengths, because the potential would diverge before the surface was reached.

The same integral, stopped at a general $x$, gives the whole profile. With $k=\sqrt{Kn_0/2}$, equations (4) and (5) become $\arctan\sqrt{e^w-1}=kx$, so $e^w=1+\tan^2kx$ and

$$w=-2\ln\cos kx,\qquad n=\frac{n_0}{\cos^2kx}. \tag{7}$$

Let $\theta=kt/2$, which lies between $0$ and $\pi/2$. Since $n_0=2k^2/K=8\theta^2/(Kt^2)$,

$$\frac{n_0}{n_{\max}}=\left(\frac{2\theta}{\pi}\right)^2. \tag{8}$$

The phase $\theta$ is fixed by the charge. Let $N$ be the number of electrons per unit area in the whole film, half of them balanced by each gate. Integrating $w''=Kn$ from surface to surface, and using the oddness of $w'$, gives $2w'(t/2)=KN$. From (7), $w'=2k\tan kx$, so $4k\tan\theta=KN$. Multiplying by $t/8$ and using $kt=2\theta$,

$$\theta\tan\theta=h,\qquad h=\frac{KNt}{8}. \tag{9}$$

The left side rises continuously from zero to infinity as $\theta$ goes from $0$ to $\pi/2$. Each finite $N$ therefore gives one $\theta$ below $\pi/2$, and each density between zero and $n_{\max}$ is reached at some finite $N$. No smaller bound would do. The gate voltage is a constant plus the surface potential plus the drop across the insulator. Both variable parts increase with $\theta$ and diverge as $\theta\to\pi/2$, so a finite gate voltage also leaves $n_0$ below $n_{\max}$.

Two limits show how the film passes from filling to saturation. For small $h$, $\tan\theta\approx\theta$ and $\theta^2\approx h$, so (8) gives $n_0\approx(4h/\pi^2)n_{\max}=N/t$. The potential is nearly flat and the electrons fill the film evenly. For large $h$, put $\theta=\pi/2-\delta$ with $\delta$ small. Then $\tan\theta=1/\tan\delta\approx1/\delta$, and (9) becomes $\pi/2-\delta\approx h\delta$. Hence $\delta\approx\pi/[2(1+h)]$ and

$$\frac{n_0}{n_{\max}}\approx\left(\frac{h}{1+h}\right)^2. \tag{10}$$

The shortfall from the ceiling closes as $2/h$ at leading order. Meanwhile the surface density has no ceiling. From (7) and (9),

$$n_s=n_0(1+\tan^2\theta)=n_0+\frac{8\theta^2\tan^2\theta}{Kt^2}=n_0+\frac{KN^2}{8}. \tag{11}$$

Added charge collects near the surfaces, where it screens the interior from the gates. The mean density $N/t$ is unbounded as well.

A single surface shows why the screened density forgets the charge that screens it. At distance $y$ from a charged wall bounding a half-space, $n=2/[K(y+b)^2]$ is a solution for any constant $b>0$, because $(\ln n)''=2/(y+b)^2=Kn$. Integrated over the half-space it gives $2/(Kb)$ electrons per unit area, so a wall balanced by $N_1$ electrons per unit area has $b=2/(KN_1)$. The charge enters only through $b$, and hardly affects the density where $y\gg b$. For an infinitely charged wall $b=0$ and $n=2/(Ky^2)$. At $y=t/2$ this gives $8/(Kt^2)$, and the film with two such walls has $\pi^2/4\approx2.5$ times this value at its centre. The factor is not two because Poisson's equation with Boltzmann electrons is nonlinear, and the densities due to separate walls do not add.

A direct numerical solution of the boundary-value problem, with the surface density prescribed, tests (8) and (9). For surface densities of 0.0507, 2.77, 151 and 8245 times $n_{\max}$, the midplane densities are 0.0452, 0.513, 0.904 and 0.986 times $n_{\max}$. They agree with the formula to within one part in $10^5$.

Holes change the statement. Let $p_0$ be their midplane density, and let electrons and holes share one Fermi level, so that $n_0p_0=n_i^2$ with $n_i$ the intrinsic density. Holes carry the opposite charge and the opposite Boltzmann exponent:

$$w''=K(n_0e^w-p_0e^{-w}).$$

Take $n_0>p_0$. Then $w''>0$, and $w$ and $w'$ are again positive for $x>0$. There $e^{-w}<e^w$, so

$$K(n_0-p_0)e^w<w''<Kn_0e^w. \tag{12}$$

Multiplying the left inequality by $w'$ and integrating gives $w'^2>2K(n_0-p_0)(e^w-1)$. The potential climbs faster than in (3) with $n_0$ replaced by $n_0-p_0$, so the step from (4) to (6) now yields

$$n_0-p_0<n_{\max}. \tag{13}$$

If $n_0\le p_0$ this holds trivially. Substituting $p_0=n_i^2/n_0$ and multiplying by $n_0$ gives $n_0^2-n_{\max}n_0-n_i^2<0$, so $n_0$ lies below the positive root:

$$n_0<\frac{n_{\max}}2+\sqrt{\frac{n_{\max}^2}{4}+n_i^2}. \tag{14}$$

The right inequality in (12) has the opposite effect. The potential climbs more slowly than it would without holes, the divergence moves outward, and at large enough bias $n_0$ exceeds $n_{\max}$. In the limit of infinite bias with $n_0/p_0=7.39$, for example, integration gives $n_0=1.075\,n_{\max}$ while $n_0-p_0=0.929\,n_{\max}$. The bound on $n_0$ alone thus belongs to a film whose holes can be ignored.

A 10 nm silicon film at 300 K shows the sizes. With a relative permittivity of 11.7, $1/K=\varepsilon kT/q^2=1.6715\times10^5\ \mathrm{cm^{-1}}$. Since $t=10^{-6}$ cm,

$$n_{\max}=\frac{2\pi^2\times1.6715\times10^5}{10^{-12}}\ \mathrm{cm^{-3}}=3.30\times10^{18}\ \mathrm{cm^{-3}},$$

or $3.30\times10^{-3}\ \mathrm{nm^{-3}}$. Let the film hold $N=10^{13}\ \mathrm{cm^{-2}}$. Then

$$h=\frac{10^{13}\times10^{-6}}{8\times1.6715\times10^5}=7.48,$$

and (9) gives $\theta=1.387$. Equation (8) gives $n_0/n_{\max}=0.780$, so $n_0=2.57\times10^{18}\ \mathrm{cm^{-3}}$; the large-charge form (10) gives 0.778. The mean density is $1.0\times10^{19}\ \mathrm{cm^{-3}}$ and the surface density $7.7\times10^{19}\ \mathrm{cm^{-3}}$, with the surface 88 mV above the midplane in potential. Tripling $N$ at fixed thickness and temperature raises the midplane density by 17%, to $3.02\times10^{18}\ \mathrm{cm^{-3}}$, and the surface density by a factor of 8.7. These tripled values describe the Boltzmann model only. That surface density is about 25 times silicon's effective density of states, and with the Fermi–Dirac statistics treated below the midplane density at this charge already lies above $n_{\max}$.

Holes do not matter here. With a rough $n_i=10^{10}\ \mathrm{cm^{-3}}$, (14) lets $n_0$ pass $n_{\max}$ by at most $n_i^2/n_{\max}\approx30\ \mathrm{cm^{-3}}$. They matter in very thick films: beyond about 0.18 mm, $n_{\max}$ is below $n_i$, and an unbiased film with flat potential already violates (6). Residual doping of $10^{15}\ \mathrm{cm^{-3}}$ is $3\times10^{-4}$ of the 10 nm ceiling. Ionized acceptors, being negative, add to $w''$ and leave (6) valid. Donors of density $N_d<n_0$ give $w''=K(n_0e^w-N_d)\ge K(n_0-N_d)e^w$, so they raise the permitted $n_0$ by at most $N_d$.

Degeneracy is a larger correction. The surface density is 2.8 times the effective density of states, $2.7\times10^{19}\ \mathrm{cm^{-3}}$, so Boltzmann statistics fail there although they are good at the midplane. With Fermi–Dirac statistics and the same $N$, the semiclassical midplane density is $2.80\times10^{18}\ \mathrm{cm^{-3}}$, 9% above the Boltzmann value. It is still below $n_{\max}$, but the theorem no longer guarantees this. Each state's occupation $f$ grows with the reduced Fermi energy at the rate $f(1-f)<f$, so the density grows more slowly than $e^w$. As with holes, the divergence moves outward. It remains at a finite distance, because at large $w$ the density grows as $w^{3/2}$, $w'$ as $w^{5/4}$, and $\int dw/w^{5/4}$ converges. In this semiclassical model, too, a large enough charge carries $n_0$ past $n_{\max}$. The charge needed is modest: in the 10 nm film it happens before $N$ has doubled from $10^{13}\ \mathrm{cm^{-2}}$.

Quantum confinement moves the number most. The thermal wavelengths for silicon's long and transverse masses, roughly 0.92 and 0.19 electron masses, are 4.5 and 9.9 nm, comparable with the film. To size the effect, the Schrödinger and Poisson equations were solved together for a (100) film with hard walls. This calculation omits exchange and correlation, penetration into the insulator, image forces and nonparabolic bands. At fixed $N=10^{13}\ \mathrm{cm^{-2}}$ and 300 K the midplane densities, in units of $10^{18}\ \mathrm{cm^{-3}}$, are:

| $t$ (nm) | $n_{\max}$ | Boltzmann | Fermi–Dirac | quantum |
|---|---|---|---|---|
| 5 | 13.2 | 8.34 | 9.44 | 24.9 |
| 10 | 3.30 | 2.57 | 2.80 | 5.96 |
| 20 | 0.825 | 0.725 | 0.761 | 0.991 |

The quantum density exceeds the classical ceiling in all three films, by factors of 1.9, 1.8 and 1.2. The margin at 20 nm is small enough that the omitted effects, exchange and correlation in particular, could remove it. Hard walls make each wavefunction vanish at the surfaces, where the classical density is greatest, and so move charge inward. A nearly empty 10 nm film isolates this effect, since its electrons are neither degenerate nor able to bend the potential: the quantum midplane density is 1.59 times the mean, where the classical ratio is one. Making all masses ten times larger in the 5 nm film, with $N$ and $T$ fixed, lowers the midplane density from $2.49\times10^{19}$ to $1.29\times10^{19}\ \mathrm{cm^{-3}}$, nearer the Boltzmann value. That change weakens confinement and degeneracy together, so it does not separate them.

The example lies in the regime of a FinFET body, whose width is roughly 5 to 10 nm. A sheet density of $5\times10^{12}\ \mathrm{cm^{-2}}$ per gate is of the order found in a transistor that is switched on. The surface field is 0.77 MV/cm in the silicon and, by continuity of displacement, 2.3 MV/cm in an oxide of relative permittivity 3.9, below the rough 10 MV/cm at which silicon dioxide breaks down. Of the corrections sized here for such a film, the largest comes from treating the electrons quantum mechanically: at 10 nm the hard-wall (100) calculation gives a midplane density about 2.3 times the Boltzmann result. Penetration into the oxide and exchange and correlation each lower this somewhat, so it is best read as roughly a factor of two. A real fin also has a finite height, often a gate over its top, and sidewalls that may not be (100) planes; these effects are not sized here. At 400 K, with thickness and permittivity held fixed, the classical ceiling rises by a third, to $4.40\times10^{18}\ \mathrm{cm^{-3}}$. For films this thin, (6) describes how classical screening saturates and should not be used as a design limit on the density at the centre. The values quoted here are collected in the numerical output below.

## Numbers as computed

```
Film thickness t = 10.0 nm, temperature = 300 K
Relative permittivity: film 11.7, oxide 3.9
Masses (m_e): long 0.916, transverse 0.19
kT/q = 25.852 mV
eps kT/q^2 = 1.6715e+05 cm^-1
Ceiling n_max = 3.2995e+18 cm^-3 = 3.2995e-03 nm^-3
Debye length at n_max = 2.251 nm
Sheet density N = 1.00e+13 cm^-2
Load K N t/8 = 7.4781, theta = 1.38736 rad
Midplane density n0 = 2.5739e+18 cm^-3
n0/n_max: exact 0.7801, large-load 0.7780
Mean density N/t = 1.000e+19 cm^-3
Surface density = 7.735e+19 cm^-3
Surface-to-midplane potential = 88.0 mV
Approach: N (cm^-2), n0 (cm^-3), n0/n_max, surface n (cm^-3)
  1.0e+12  7.938e+17  0.2406  1.542e+18
  3.0e+12  1.651e+18  0.5002  8.381e+18
  1.0e+13  2.574e+18  0.7801  7.735e+19
  3.0e+13  3.024e+18  0.9166  6.761e+20
Boundary-value solutions: surface n/n_max, midplane n/n_max
  5.0661e-02  0.04522
  2.7660e+00  0.51332
  1.5102e+02  0.90383
  8.2453e+03  0.98612
Holes, infinite bias: n0/p0, n0/n_max, (n0-p0)/n_max
  1.822  1.45969  0.65859
  7.389  1.07470  0.92926
  403.429  1.00124  0.99876
Effective density of states Nc = 2.738e+19 cm^-3
Surface density / Nc = 2.825
Midplane density / Nc = 0.0940
Thermal wavelength, long mass = 4.50 nm
Thermal wavelength, transverse mass = 9.87 nm
At N = 1e+13 cm^-2, midplane densities in cm^-3:
  t (nm), n_max, Boltzmann, Fermi-Dirac, quantum, quantum/n_max
     5  1.320e+19  8.338e+18  9.442e+18  2.494e+19  1.890
    10  3.299e+18  2.574e+18  2.800e+18  5.960e+18  1.806
    20  8.249e+17  7.250e+17  7.614e+17  9.911e+17  1.201
Quantum, 5 nm, masses x10 = 1.289e+19 cm^-3
Empty 10 nm film: quantum midplane/mean = 1.5888
Rough n_i = 1e+10 cm^-3; n_i^2/n_max = 30.3 cm^-3
Thickness where n_max = n_i: 182 micrometre
Residual doping 1e+15 cm^-3; / n_max = 3.03e-04
Surface field: film 0.773 MV/cm, oxide 2.320 MV/cm
n_max at 400 K = 4.399e+18 cm^-3
```
